# Thermal Expansion from a Quasi-Harmonic Free Energy with One Grüneisen Parameter

## Definitions and conventions

All extensive quantities are per atom: volume $V$, free energy $F$, energy $U$, entropy $S$. Temperature is $T$, Boltzmann's constant is $k$, and pressure is positive in compression. The solid has the quasi-harmonic free energy

$$F(V,T)=E(V)+\sum_i F_i,\qquad F_i=\frac{\hbar\omega_i}{2}+kT\ln\!\left(1-e^{-y_i}\right),\qquad y_i=\frac{\hbar\omega_i}{kT}.$$

$E(V)$ is the energy of the static lattice. The sum runs over vibrational modes and is normalised to three modes per atom. "Quasi-harmonic" means that each $\omega_i$ depends on volume but not on temperature at fixed volume.

The Grüneisen parameter of a mode is $\gamma_i=-d\ln\omega_i/d\ln V$. The central assumption is that all modes share one value, $\gamma_i=\gamma(V)$, which may itself vary with volume. The other quantities are

$$\alpha_V=\frac1V\left(\frac{\partial V}{\partial T}\right)_P,\quad B_T=-V\left(\frac{\partial P}{\partial V}\right)_T,\quad C_V=\left(\frac{\partial U}{\partial T}\right)_V,\quad c_V=\frac{C_V}{V}.$$

Stress is hydrostatic, volume is the one structural variable, and the solid is stable, $B_T>0$. The result to be derived is

$$\boxed{\alpha_V=\frac{\gamma\,C_V}{V B_T}=\frac{\gamma\,c_V}{B_T}}$$

with every quantity on the right taken at the actual $V$ and $T$. Within this model no further approximation enters. For a cubic crystal the linear coefficient is $\alpha_V/3$.

## Derivation

**Expansion from thermal pressure.** Pressure is a function of $V$ and $T$, so

$$dP=\left(\frac{\partial P}{\partial V}\right)_T dV+\left(\frac{\partial P}{\partial T}\right)_V dT=-\frac{B_T}{V}\,dV+\left(\frac{\partial P}{\partial T}\right)_V dT.$$

At constant pressure $dP=0$. Solving for $dV/(V\,dT)$ gives

$$\alpha_V=\frac{1}{B_T}\left(\frac{\partial P}{\partial T}\right)_V. \tag{1}$$

If heating at fixed volume raises the pressure, the solid expands until its stiffness has cancelled that rise; if heating lowers the pressure, the solid contracts. The value of the constant pressure does not matter.

**Energy of one mode.** Let $n_i=1/(e^{y_i}-1)=e^{-y_i}/(1-e^{-y_i})$. At fixed frequency $\partial y_i/\partial T=-y_i/T$, hence

$$\frac{\partial F_i}{\partial T}=k\ln(1-e^{-y_i})+kT\,n_i\left(-\frac{y_i}{T}\right)=k\ln(1-e^{-y_i})-k\,y_i n_i.$$

In $U_i=F_i-T\,\partial F_i/\partial T$ the logarithms cancel, and $kTy_i=\hbar\omega_i$ leaves

$$U_i=\hbar\omega_i\left(n_i+\tfrac12\right).$$

**Response to a frequency change.** At fixed temperature $\partial y_i/\partial\omega_i=\hbar/kT$, so

$$\frac{\partial F_i}{\partial\omega_i}=\frac{\hbar}{2}+kT\,n_i\,\frac{\hbar}{kT}=\hbar\left(n_i+\tfrac12\right)=\frac{U_i}{\omega_i}.$$

**Vibrational pressure.** The definition of $\gamma_i$ gives $d\omega_i/dV=-\gamma_i\omega_i/V$. With $P=-(\partial F/\partial V)_T$,

$$P=-\frac{dE}{dV}-\sum_i\frac{U_i}{\omega_i}\left(-\frac{\gamma_i\omega_i}{V}\right)=-\frac{dE}{dV}+\frac1V\sum_i\gamma_iU_i. \tag{2}$$

The two minus signs combine into a positive pressure when $\gamma_i>0$: modes that soften on expansion push the solid outward. With a common $\gamma$ the last term becomes $P_{\rm vib}=\gamma U_{\rm vib}/V$, zero-point energy included.

**Temperature derivative.** At fixed $V$ neither $dE/dV$ nor $\gamma(V)$ changes with temperature. Therefore

$$\left(\frac{\partial P}{\partial T}\right)_V=\frac{\gamma}{V}\left(\frac{\partial U_{\rm vib}}{\partial T}\right)_V=\frac{\gamma C_V}{V}. \tag{3}$$

Inserting (3) in (1) gives the boxed result. No derivative of $\gamma$ appears, because the temperature derivative is taken at fixed volume.

**Unequal parameters.** If the $\gamma_i$ differ, differentiating (2) gives $\sum_i\gamma_iC_i/V$, where $C_i=\partial U_i/\partial T$. The boxed formula keeps its form if $\gamma$ is replaced by

$$\bar\gamma(V,T)=\frac{\sum_i\gamma_iC_i}{\sum_iC_i}. \tag{4}$$

The weights are heat capacities, so $\bar\gamma$ depends on temperature, and a plain average over modes is in general wrong.

## Which heat capacity and which modulus

**Vibrational part of the modulus.** $B_T$ belongs to the full $F$. Its vibrational part is easily found for constant $\gamma$. Each $U_i$ has the form $\omega_i\,g(T/\omega_i)$, so

$$\frac{\partial U_i}{\partial\ln\omega_i}=U_i-TC_i,\qquad \left(\frac{\partial U_{\rm vib}}{\partial V}\right)_T=-\frac{\gamma}{V}\,(U_{\rm vib}-TC_V).$$

Differentiating $P_{\rm vib}=\gamma U_{\rm vib}/V$ then gives

$$B_{\rm vib}=-V\left(\frac{\partial P_{\rm vib}}{\partial V}\right)_T=\frac{\gamma U_{\rm vib}}{V}-\gamma\left(\frac{\partial U_{\rm vib}}{\partial V}\right)_T=\frac{\gamma(1+\gamma)U_{\rm vib}-\gamma^2TC_V}{V}.$$

For $\gamma>0$ the zero-point energy keeps this positive at $T=0$.

**Measured quantities.** Experiments often supply the heat capacity at constant pressure, $C_P$, and the adiabatic modulus, $B_S$. From $S(T,V)$ and the Maxwell relation $(\partial S/\partial V)_T=(\partial P/\partial T)_V=\alpha_VB_T$,

$$C_P=T\left(\frac{\partial S}{\partial T}\right)_P=C_V+T(\alpha_VB_T)(\alpha_VV).$$

Dividing by $C_V=\alpha_VVB_T/\gamma$ gives

$$\frac{C_P}{C_V}=1+\alpha_V\gamma T. \tag{5}$$

For the adiabatic modulus, $dS=0$ requires $(C_V/T)\,dT=-\alpha_VB_T\,dV$. Hence

$$B_S=-V\left[-\frac{B_T}{V}+\alpha_VB_T\left(-\frac{T\alpha_VB_T}{C_V}\right)\right]=B_T\left(1+\frac{T\alpha_V^2B_TV}{C_V}\right)=B_T\,\frac{C_P}{C_V}.$$

So $C_V/B_T=C_P/B_S$. Either matched pair may be used. Combining $C_P$ with $B_T$ makes $\alpha_V$ too large by the factor (5).

## Limits of low and high temperature

The worked example uses a Debye spectrum: with $x=\omega/\omega_{\max}$ there are $9x^2\,dx$ modes per atom for $0<x<1$, and $k\Theta=\hbar\omega_{\max}$. Differentiating $U_i$ gives $C_i=k\,y_i^2e^{y_i}/(e^{y_i}-1)^2$. Substituting $y=x\Theta/T$,

$$C_V=9k\left(\frac T\Theta\right)^3\int_0^{\Theta/T}\frac{y^4e^y}{(e^y-1)^2}\,dy.$$

For $T\ll\Theta$ the upper limit may be taken to infinity. Integration by parts turns the integral into $4\int_0^\infty y^3/(e^y-1)\,dy=4\pi^4/15$, so

$$C_V\to\frac{12\pi^4}{5}\,k\left(\frac T\Theta\right)^3,\qquad \alpha_V\propto T^3.$$

The expansion coefficient vanishes at $T=0$ although the zero-point pressure does not. That pressure shifts the volume but does not change with temperature at fixed volume.

For high temperature write $C_i=k(y_i/2)^2/\sinh^2(y_i/2)\approx k(1-y_i^2/12)$. The mean of $x^2$ over the spectrum is $\int_0^1 3x^4dx=3/5$, which gives

$$C_V\approx3k\left(1-\frac{\Theta^2}{20T^2}\right),\qquad \alpha_V\to\frac{3k\gamma}{VB_T}.$$

## Worked example: a diamond-like crystal

Diamond is a useful example because it is cubic, and because its stiff bonds leave many modes frozen at room temperature, so that the quantum heat capacity matters. The inputs are rough typical values: static volume $V_0=0.0056\ \mathrm{nm^3}$ per atom, static modulus $B_0=450$ GPa with pressure derivative $B'=4$, Debye temperature 2000 K at $V_0$, and constant $\gamma=1$. The static lattice obeys

$$-\frac{dE}{dV}=\frac{B_0}{B'}\left[\left(\frac{V_0}{V}\right)^{B'}-1\right],\qquad B_{\rm static}=B_0\left(\frac{V_0}{V}\right)^{B'},\qquad \Theta(V)=2000\ \mathrm K\;\frac{V_0}{V}.$$

**Volume first.** At zero pressure and 300 K, minimising $F$ gives $V=0.005671\ \mathrm{nm^3}$, a lattice constant of 0.357 nm and $\Theta=1975$ K. The static lattice is stretched and pulls inward with $(450/4)(1-427.8/450)\approx5.5$ GPa, which balances $P_{\rm vib}$. The zero-point energy of the Debye spectrum is $9k\Theta/8$, and its share of the pressure, $9\gamma k\Theta/(8V)$, is about 5.4 GPa. Most of the shift from $V_0$ is therefore a zero-point effect.

**Coefficient at 300 K.** The Debye integral gives $C_V=0.657\,k$, so

$$c_V=\frac{0.657\times1.381\times10^{-23}\ \mathrm{J/K}}{5.671\times10^{-30}\ \mathrm{m^3}}=1.60\times10^6\ \mathrm{J\,m^{-3}K^{-1}}.$$

With $B_T=438$ GPa,

$$\alpha_V=\frac{1\times1.60\times10^6}{4.38\times10^{11}}\ \mathrm{K^{-1}}=3.65\times10^{-6}\ \mathrm{K^{-1}},$$

and the linear coefficient is $1.2\times10^{-6}\ \mathrm{K^{-1}}$.

**Coefficient at 1000 K.** Here $C_V=2.494\,k$, $c_V=6.03\times10^6\ \mathrm{J\,m^{-3}K^{-1}}$ and $B_T=427$ GPa, so $\alpha_V=1.41\times10^{-5}\ \mathrm{K^{-1}}$. The increase by a factor of 3.9 is the product of 3.77 from $c_V$ and 1.03 from the softer modulus.

**Use of the limits.** At 300 K the $T^3$ law would give $C_V\approx0.82\,k$, about 25% above the integral, although $T/\Theta$ is only 0.15. At 1000 K the classical value $3k$ is 20% too high, while the corrected high-temperature form gives $2.42\,k$, about 3% too low. Between these limits the integral should be evaluated.

**Choice of modulus and heat capacity.** Without the vibrational part the modulus at the same volume is 428 GPa at 300 K and 416 GPa at 1000 K. Using it would raise $\alpha_V$ by 2.5% and 2.7%. Using $C_P$ with $B_T$ would raise it by 0.11% and 1.4%, in agreement with (5).

**Direct comparison.** The formula was tested against the slope of the volume that minimises $F$ (or $F+PV$ under pressure) at neighbouring temperatures. The cases were 100, 300 and 1000 K at zero pressure, 300 K at 10 GPa, and 600 K at 10 GPa with $\gamma=V/V_0$. The largest relative difference was $6\times10^{-8}$. This confirms the algebra and the numerical work, not the suitability of the model for a real crystal.

## What the model leaves out

**Spread of mode parameters.** Let $\gamma_i=1+0.8(x_i-0.75)$, which runs from 0.4 to 1.2 with the plain mean held at 1. This spread is an assumed size, not a computed diamond spectrum. Then $\bar\gamma=0.88$ at 300 K and 0.99 at 1000 K, and $\alpha_V$ falls by 12% and 1.2% relative to the common-$\gamma$ model. At 300 K the low-frequency modes, which here have the smaller $\gamma_i$, carry more than their share of the heat capacity. At high temperature the weights become equal. A spread with the opposite slope would raise $\bar\gamma$ instead.

**Debye temperature.** Raising $\Theta$ by 5% at fixed volume lowers $C_V$ by 10% at 300 K and by 1.8% at 1000 K. With $\gamma$, $V$ and $B_T$ held fixed, $\alpha_V$ changes by the same fractions.

**Anharmonicity at fixed volume.** A classical atom on a line between two fixed Morse bonds, each 3.7 eV deep, has a heat capacity 0.3% below the harmonic value at 300 K and 1.0% below at 1000 K. This only illustrates the effect in a simple model. It is neither an estimate for diamond nor a correction to apply: the real motion is collective and three-dimensional, and at 300 K it is far from classical.

**Electrons.** For a gap of roughly 5.5 eV, the factor $e^{-\rm gap/2kT}$ that governs thermal carriers in a pure crystal is about $10^{-14}$ at 1000 K. In a metal, electrons add a thermal pressure of their own, which the formula omits.

**Beside real diamond.** The linear expansion coefficient of diamond near room temperature is roughly $1\times10^{-6}\ \mathrm{K^{-1}}$; the model gives 1.2 in the same unit. The lattice constant and modulus are also close to typical values, as the inputs were chosen to make them. The agreement in expansion is partly a cancellation of errors. The measured heat capacity of diamond at 300 K is roughly $0.75\,k$ per atom, and the model's $0.657\,k$ lies about 12% below it. With the measured value and $\gamma=1$ the formula would give about 1.4, and the measured expansion implies $\bar\gamma$ of roughly 0.7 to 0.75. Real diamond does not have a common $\gamma$, and the assumed spread would move the model's value to about 1.1. A 5% change in $\Theta$ matters almost as much. Either change alone shifts the room-temperature figure by roughly 10%, and an error in $\gamma$ enters in nearly direct proportion (a 10% larger $\gamma$ raises $\alpha_V$ by 10.6%, because the volume shifts as well), so close agreement with experiment would not by itself validate the model.

**Other crystals.** In a non-cubic crystal the shape of the cell can change with temperature at fixed volume. In many crystals, some cubic ones included, internal atomic positions can do so as well. The static term $dE/dV$ in (2) then changes with temperature, as do the frequencies, and the step to (3) is no longer exact. The static change can be the larger effect. Its leading part is recovered if $E(V)$ and $\gamma_i$ are taken along the structure relaxed at each volume, not with shape and internal positions frozen. The separate axial expansions of a non-cubic crystal require the individual strains, not the volume alone.

## A lattice in which the parameter is common

Take a chain of atoms of mass $m$ with spacing $a$ and nearest-neighbour bond energy $\phi(a)$. Small displacements obey $m\ddot u_j=\phi''(a)(u_{j+1}-2u_j+u_{j-1})$. A wave with phase difference $\theta$ between neighbours has

$$\omega^2=\frac{4\phi''(a)}{m}\sin^2\frac\theta2,\qquad \gamma_L=-\frac{d\ln\omega}{d\ln a}=-\frac{a\,\phi'''}{2\phi''}.$$

Here $\theta$ is fixed as the chain is stretched, so $\gamma_L$ is the same for every mode. Length now plays the part of volume. The modulus is $a\phi''$ and the classical heat capacity per length is $k/a$, so at leading order in temperature

$$\alpha_L=\frac{\gamma_L(k/a)}{a\phi''}=-\frac{k\,\phi'''}{2a\,\phi''^2}. \tag{6}$$

The same value follows without the quasi-harmonic assumption. In a free classical chain the bonds fluctuate independently. For a bond extension $s$, expand the Boltzmann factor in the cubic term of $\phi$:

$$\langle s\rangle\approx-\frac{\phi'''}{6kT}\langle s^4\rangle_0=-\frac{\phi'''}{6kT}\,3\left(\frac{kT}{\phi''}\right)^2=-\frac{\phi'''\,kT}{2\phi''^2}.$$

Dividing by $a$ and differentiating with respect to $T$ reproduces (6).

For a Morse bond of depth $D$, with lengths in units of its decay length and $a=3$, $\phi''=2D$ and $\phi'''=-6D$. Then $\gamma_L=4.5$ and $\alpha_L=0.25\,k/D$. The full classical average, taken over extensions from $-1$ to $1.5$ so that broken bonds are excluded, exceeds (6) by 0.32% at $kT/D=0.001$ and by 0.64% at 0.002. These figures divide $d\langle s\rangle/dT$ by the rest length $a$; dividing by the actual length gives 0.29% and 0.59%. The excess doubles when the temperature doubles, as expected of a next-order term.

Adding the same Morse interaction between second neighbours, with the spacing held at 3 in a ring of eight atoms, spreads $\gamma_L$ from 4.50 to 4.83. The mode with $\theta=\pi$ keeps 4.50, because second neighbours then move together and their bond is not stretched. In the nearest-neighbour chain the parameter is common because a single force constant sets every frequency; competing force constants with different relative volume dependence in general call for (4).

The main computed values are listed in the numerical output below; the others follow from them by the formulas given.

## Computed values

```
Inputs (diamond-like carbon, rough typical values)
static volume per atom = 0.0056 nm^3
static bulk modulus = 450 GPa, pressure derivative = 4
Debye temperature at static volume = 2000 K, gamma = 1.0
largest relative gap, direct vs formula, 5 cases = 5.6e-08
--- T = 300 K, zero pressure
volume per atom = 0.005671 nm^3
cubic lattice constant (8 atoms) = 0.35666 nm
Debye temperature at this volume = 1974.9 K
C_V per atom = 0.6569 k
C_V per volume = 1.5992 MJ/(m^3 K)
B_T = 438.43 GPa; without vibrations = 427.82 GPa
alpha_V from formula = 3.6475 1e-6/K
alpha_V from minimised F = 3.6475 1e-6/K
linear expansion alpha_V/3 = 1.2158 1e-6/K
C_P/C_V - 1 = 0.109 %
spread gammas: weighted gamma = 0.8765
spread gammas: change of alpha_V = -12.38 %
Debye temperature +5 %: change of C_V = -10.28 %
fixed-volume anharmonicity, classical C_V change = -0.30 %
electron factor exp(-gap/2kT) = 6.3e-47
--- T = 1000 K, zero pressure
volume per atom = 0.005712 nm^3
cubic lattice constant (8 atoms) = 0.35752 nm
Debye temperature at this volume = 1960.7 K
C_V per atom = 2.4941 k
C_V per volume = 6.0281 MJ/(m^3 K)
B_T = 426.80 GPa; without vibrations = 415.66 GPa
alpha_V from formula = 14.1240 1e-6/K
alpha_V from minimised F = 14.1240 1e-6/K
linear expansion alpha_V/3 = 4.7080 1e-6/K
C_P/C_V - 1 = 1.412 %
spread gammas: weighted gamma = 0.9875
spread gammas: change of alpha_V = -1.25 %
Debye temperature +5 %: change of C_V = -1.80 %
fixed-volume anharmonicity, classical C_V change = -0.96 %
electron factor exp(-gap/2kT) = 1.4e-14
--- Rough inputs for neglected effects
Morse bond energy = 3.7 eV, band gap = 5.5 eV
spread gammas: from 0.4 to 1.2, plain mean = 1.00
--- Morse chain, rest bond length = 3 decay lengths
nearest neighbours: gamma = 4.500, spread = 3.0e-12
with second neighbours: gamma from 4.500 to 4.831
length expansion from formula = 0.2500 k/D
exact classical excess at kT/D = 0.001: 0.317 %
exact classical excess at kT/D = 0.002: 0.638 %
```
